# Why AFQMC and FCIQMC Need No Localization of Nonlocal Core Potentials

## What symmetry fixes

Rotate the orbitals of a finite basis by an orthogonal matrix $C$. The one-body matrix changes from $h$ to $C^Th\,C$, while the energies stay the same. A one-body operator remains one-body under this rotation, but a diagonal matrix does not in general remain diagonal. A nonlocal core potential is a one-body operator that is not diagonal in position. A Monte Carlo method that needs it to be diagonal in position must therefore alter it. A method whose rules hold for any real symmetric matrix $h$ has no reason to.

Real-space diffusion Monte Carlo with the locality approximation is of the first kind. Auxiliary-field quantum Monte Carlo (AFQMC) and full configuration interaction quantum Monte Carlo (FCIQMC) are of the second. In a given basis, they have no localization error because they perform no localization. They do have other errors, which are separated from this one below.

I use Hartree atomic units and real orbitals. The effective core potential (ECP) has a local part $v_{\rm loc}$ and a nonlocal part $V_{\rm NL}$. With $t$ the kinetic matrix, the one-body matrix is

$$h=t+v_{\rm loc}+v,\qquad v_{pq}=\langle p|V_{\rm NL}|q\rangle .$$

For a separable potential $V_{\rm NL}=\sum_{ab}|\chi_a\rangle D_{ab}\langle\chi_b|$, each element is a finite sum of products of overlaps, $v_{pq}=\sum_{ab}\langle p|\chi_a\rangle D_{ab}\langle\chi_b|q\rangle$. Once these numbers are known, nothing about the nonlocality remains to be approximated within the basis.

## A two-orbital model

Let two orthonormal site orbitals, L and R, play the part of positions. There is one spin-up and one spin-down electron, so the configurations are LL, LR, RL and RR, with the spin-up position first. The Hamiltonian is

$$H=h\otimes1+1\otimes h+U\,d,$$

where $d$ is 1 on LL and RR and 0 otherwise. The nonlocal part is

$$v=D|\chi\rangle\langle\chi|,\qquad W=v\otimes1+1\otimes v .$$

The parameters are round numbers and represent no material: hopping amplitude 0.2, site energies 0 and 0.1, $U=0.2$ and $D=0.2$ hartree, with $\chi=(0.96,0.28)$. Hence

$$v_{LR}=0.2\times0.96\times0.28=0.05376,$$
$$h_{LR}=-0.2+0.05376=-0.14624\ \text{hartree}.$$

Diagonalization gives $E_0=0.086991$ hartree. The ground state $\phi_0$ has amplitudes 0.34545, 0.56887, 0.56887 and 0.48315, in the order above.

## Where real-space sampling loses exactness

A walker at a position can move only with a nonnegative probability. Since $\chi$ is normalized, $v^2=Dv$. Summing the exponential series then gives

$$e^{-\tau v}=1-(1-e^{-\tau D})|\chi\rangle\langle\chi| .$$

The element between L and R is $-(1-e^{-\tau D})\chi_L\chi_R$. At $\tau=0.2$ inverse hartree it is $-0.0105$, which cannot be a transition probability.

The locality approximation removes such moves. With a trial function $\psi$, it replaces $W$ by the diagonal potential

$$V_L(i)=\frac{(W\psi)_i}{\psi_i}=\sum_jW_{ij}\frac{\psi_j}{\psi_i}.$$

The localized Hamiltonian is $H_{\rm loc}=H+\Delta$, with $\Delta=V_L-W$. In this model the total hopping is negative, so one could sample $H$ without localization. I impose the approximation here to measure its cost.

To find that cost, take a real vector $\phi$ and a positive $\psi$:

$$\langle\phi|\Delta|\phi\rangle=\sum_{ij}W_{ij}\left(\phi_i^2\frac{\psi_j}{\psi_i}-\phi_i\phi_j\right).$$

The terms with $i=j$ vanish. Because $W_{ij}=W_{ji}$, the terms $(i,j)$ and $(j,i)$ combine into a square:

$$\langle\phi|\Delta|\phi\rangle=\sum_{i<j}W_{ij}\left[\phi_i\sqrt{\frac{\psi_j}{\psi_i}}-\phi_j\sqrt{\frac{\psi_i}{\psi_j}}\right]^2. \tag{1}$$

Let $\phi_{\rm loc}$ be the normalized ground state of $H_{\rm loc}$, with energy $E_{\rm loc}$. Its expectation value of $H$ is at least $E_0$, so $E_{\rm loc}\ge E_0+\langle\phi_{\rm loc}|\Delta|\phi_{\rm loc}\rangle$. Using $\phi_0$ as a variational state for $H_{\rm loc}$ gives $E_{\rm loc}\le E_0+\langle\phi_0|\Delta|\phi_0\rangle$. Together,

$$\langle\phi_{\rm loc}|\Delta|\phi_{\rm loc}\rangle\le E_{\rm loc}-E_0\le\langle\phi_0|\Delta|\phi_0\rangle. \tag{2}$$

Equations (1) and (2) give the order of the error for a nearly exact trial function, and its sign when the trial function is positive and the off-diagonal $W_{ij}$ all have one sign.

**Sign.** Let $\psi$ be positive. If all off-diagonal $W_{ij}$ are nonnegative, the lower bound is nonnegative and localization cannot lower the energy. If all are nonpositive, the upper bound is nonpositive and it cannot raise the energy. With mixed signs, (2) does not fix the sign, so a localized energy is not in general an upper bound. Localizing only the pairs with $W_{ij}>0$ leaves only nonnegative terms in (1). For a positive trial function, that partial localization does give an upper bound. If $\psi$ changes sign, as many-fermion trial functions usually do, each pair term in (1) is $W_{ij}(\psi_j/\psi_i)\,(\phi_i-\phi_j\psi_i/\psi_j)^2$, and the sign that matters is that of $W_{ij}\psi_j/\psi_i$. For example, with the hopping element changed from $-0.2$ to $+0.2$ and $W$ unchanged, the lowest orbital of $h$ changes sign, and localizing with its product lowers the energy by 2.6 millihartree although all $W_{ij}$ are nonnegative.

**Order.** Write $\psi_i=\phi_{0,i}e^{\epsilon f_i}$. Each bracket in the upper bound becomes

$$\sqrt{\phi_{0,i}\phi_{0,j}}\left[e^{\epsilon(f_j-f_i)/2}-e^{-\epsilon(f_j-f_i)/2}\right],$$

which equals $2\sqrt{\phi_{0,i}\phi_{0,j}}\sinh[\epsilon(f_j-f_i)/2]$. This is linear in $\epsilon$ to leading order, so its square is quadratic for small $\epsilon$. For the lower bound, note that at $\epsilon=0$ one has $V_L\phi_0=W\phi_0$, and so $H_{\rm loc}\phi_0=E_0\phi_0$. Here $H-W$ has no positive off-diagonal element and connects all configurations. Its positive eigenvector $\phi_0$ is therefore the nondegenerate ground state of $H_{\rm loc}$. A change of order $\epsilon$ in $V_L$ changes $\phi_{\rm loc}$ by order $\epsilon$, and the brackets in the lower bound are again linear. The error is thus quadratic in the trial error. Numerically, halving a distortion of 0.02 reduces it by a factor of 4.001.

## How large the localization error is

First take as trial the product of the lowest orbital of $h$, with amplitudes $(0.62110,0.78373)$, for both electrons. I call this the core trial. Its ratio is $\psi_{LR}/\psi_{LL}=\psi_{RR}/\psi_{LR}=1.2618$, with square root 1.1233. The two distinct brackets in the upper bound are

$$0.34545\times1.1233-0.56887/1.1233=-0.1184,$$
$$0.56887\times1.1233-0.48315/1.1233=0.2089 .$$

Each occurs twice, since LR and RL are equivalent. The upper bound is therefore

$$2\times0.05376\times(0.1184^2+0.2089^2)=0.0062\ \text{hartree}.$$

The lower bound is 3.44 millihartree. The error itself, from diagonalizing $H_{\rm loc}$, is 4.62 millihartree, or 0.126 eV.

A poorer product trial, built from the orbital $(0.8,0.6)$, gives an error of 11.67 millihartree. Multiplying the core trial by $e^{-0.3}$ on the doubly occupied configurations reduces the error to 0.22 millihartree. The amplitudes show why this factor helps. Any product of one orbital with itself has $\psi_{LL}\psi_{RR}/\psi_{LR}^2=1$, whereas the exact state has

$$\frac{0.34545\times0.48315}{0.56887^2}=0.516 .$$

The correlation factor changes the trial ratio to $e^{-0.6}=0.549$.

If the sign of $D$ is reversed, and the lowest orbital of the new $h$ is used, the localized energy lies 3.14 millihartree below the exact energy of that Hamiltonian. This is the other sign allowed by (2).

## Why AFQMC keeps the whole potential

An AFQMC walker is a Slater determinant. Let $a_p^\dagger$ create an electron in spin orbital $p$, and define

$$\hat h=\sum_{pq}h_{pq}a_p^\dagger a_q,\qquad c^\dagger(\varphi)=\sum_p\varphi_pa_p^\dagger .$$

In this general statement $h$ acts on spin orbitals. From $[a_p^\dagger a_q,a_r^\dagger]=\delta_{qr}a_p^\dagger$ follows

$$[\hat h,c^\dagger(\varphi)]=c^\dagger(h\varphi).$$

Define $A_\tau(\varphi)=e^{-\tau\hat h}c^\dagger(\varphi)e^{\tau\hat h}$. Differentiation gives

$$\frac{dA_\tau(\varphi)}{d\tau}=-e^{-\tau\hat h}[\hat h,c^\dagger(\varphi)]e^{\tau\hat h}=-A_\tau(h\varphi).$$

The operator $c^\dagger(e^{-\tau h}\varphi)$ obeys the same linear equation and has the same value at $\tau=0$, so the two are equal. Now insert $e^{\tau\hat h}e^{-\tau\hat h}=1$ between creation operators and use $\hat h|0\rangle=0$:

$$e^{-\tau\hat h}c^\dagger(\varphi_1)c^\dagger(\varphi_2)|0\rangle=c^\dagger(e^{-\tau h}\varphi_1)c^\dagger(e^{-\tau h}\varphi_2)|0\rangle. \tag{3}$$

The same insertion works for more electrons. The determinant remains one determinant, and the core potential enters through a small matrix exponential. Negative elements of that matrix do no harm to (3), because they are coefficients of orbitals and not probabilities. They can still give sampled walkers negative overlaps with the trial. On three sites joined by negative hoppings, a repulsive separable potential strong enough to make all three off-diagonal elements of $h$ positive can do so. That is a sign problem and not a localization error, but the core potential can be its source.

Only the electron repulsion needs sampling. For each site,

$$e^{-\tau Un_\uparrow n_\downarrow}=\frac12\sum_{x=\pm1}e^{-\tau U(n_\uparrow+n_\downarrow)/2+\gamma x(n_\uparrow-n_\downarrow)},$$

with $\cosh\gamma=e^{\tau U/2}$. The four occupations confirm it. An empty site gives 1. A single electron gives $e^{-\tau U/2}\cosh\gamma=1$. Two electrons give $e^{-\tau U}$. For each value of $x$ the exponent is one-body, so (3) applies again.

Let $K=h\otimes1+1\otimes h$. The field average of one step is

$$B_\tau=e^{-\tau K/2}e^{-\tau Ud}e^{-\tau K/2}.$$

This splitting separates $K$ from the repulsion, and it does not split the core potential from the rest of $h$. Since $B_\tau B_{-\tau}=1$, the logarithm of $B_\tau$ is odd in $\tau$. The effective Hamiltonian $-\tau^{-1}\ln B_\tau$ is then even in $\tau$, and its leading error is of order $\tau^2$. With $\lambda$ the largest eigenvalue of $B_\tau$, the energy $-\tau^{-1}\ln\lambda$ is wrong by $-73.4$ microhartree at $\tau=0.4$ and by $-18.4$ at $\tau=0.2$ inverse hartree. The ratio is 3.997.

A trial function still guides the sampling and enters the mixed energy $\langle\psi|H|\Phi\rangle/\langle\psi|\Phi\rangle$, where $\Phi$ is the state represented by the weighted walkers. If $\Phi$ is the exact ground state, letting $H$ act on it gives $E_0$ for any $\psi$ with nonzero overlap. The trial never replaces $v$.

In this model, $h_{LR}<0$ makes all elements of $e^{-\tau h/2}$ positive, and the field factors are positive too. Walkers that start with positive orbital amplitudes keep positive overlaps with a positive trial, so no constraint is needed. At $\tau=0.2$ the sampled energies are

- core trial: $0.087010\pm0.000025$ hartree;
- poor trial: $0.087015\pm0.000023$ hartree.

The uncertainties are one standard error. Without noise, the mixed energies at this time step are 0.087002 and 0.087006 hartree, which, before rounding, lie 10.7 and 14.3 microhartree above $E_0$. This small trial dependence comes from the Trotter splitting, since $\Phi$ is then the leading eigenvector of $B_\tau$ and not of $H$. With the same two trials, localization costs 4.62 and 11.67 millihartree.

## Why FCIQMC keeps the whole potential

FCIQMC represents the coefficient $c_j$ of determinant $j$ by a signed number of walkers. A walker on $j$ selects another determinant $i$ with probability $p_{ij}$. It then spawns there with probability $\tau|H_{ij}|/p_{ij}$, and the new walker has its parent's sign multiplied by $-\mathrm{sign}(H_{ij})$. The selection probability cancels in the mean, which leaves a contribution $-\tau H_{ij}c_j$. With probability $\tau|H_{jj}-S|$ the walker also dies if $H_{jj}>S$, or is copied if $H_{jj}<S$. Here $S$ is an energy shift that controls the population. Adding all contributions gives, for given $c$ and $S$,

$$\mathrm{E}[c_{\rm new}]=[1-\tau(H-S)]c. \tag{4}$$

This requires the spawning and death probabilities not to exceed 1. "Sampled exactly" means that the conditional mean has this form; an individual step is noisy. A positive $H_{ij}$ is allowed because the sign is carried by the walker, and walkers of opposite sign on the same determinant annihilate.

An eigenvector of $H$ with energy $E_n$ is also an eigenvector of the matrix in (4), with eigenvalue $1-\tau(E_n-S)$. At $S=E_0$ the ground state dominates if it is nondegenerate and $\tau<2/(E_{\max}-E_0)$, where $E_{\max}$ is the highest energy in the basis. Within that range, the time step does not change the ground eigenvector of the mean projector.

For a check in which the signs matter, though on four determinants only, rotate to the eigenorbitals 1 and 2 of $t+v_{\rm loc}$. The off-diagonal element of $h$ then comes from the nonlocal potential alone: $h_{12}=v_{12}=0.068764$ hartree. Repulsion adds to it, giving $H_{11,12}=0.092293$ hartree. The element $H_{12,21}=0.094118$ hartree comes from repulsion, since a one-body operator cannot change both electrons at once.

The product $H_{11,12}H_{12,21}H_{21,11}$ is positive. Reversing the sign of a basis determinant changes two factors or none, so no such choice can make all three elements negative. The sign problem here is not due to the core potential alone: with $H_{12,21}>0$ and $H_{11,12}=H_{11,21}$, any nonzero value of the latter gives a positive product.

If the signs were discarded and all off-diagonal elements made negative, the energy would be 0.045496 hartree, about 41 millihartree too low. Signed sampling with a mean of about 141,000 walkers gives $0.086993\pm0.000004$ hartree, in agreement with $E_0$.

## What to do in practice

Compute the matrix elements of the full ECP, including its nonlocal part, in the same orbitals as the other integrals, and pass their sum $h$ to the AFQMC or FCIQMC program. No locality correction should be added afterwards. The numerical check checks the operator identities and the energies of this model by independent routes.

The remaining errors need their own controls:

- **Core potential.** Solving its Hamiltonian accurately does not correct its difference from the all-electron atom.
- **Basis.** The matrix $v$ represents $V_{\rm NL}$ only between the chosen orbitals, so the basis must be converged.
- **AFQMC.** Reduce $\tau$ and increase the walker number. Resampling a finite population biases the energy: in the model it is raised by about 0.5 millihartree with 16 walkers, while with the 2000 walkers used above the bias is not resolved within the error bars. Where a phaseless constraint is used, vary the trial function. The constraint can make the energy depend on the trial, and the unconstrained model above says nothing about the size of that bias.
- **FCIQMC.** Increase the walker number. This tests the population-control bias, which can arise because (4) holds for given $S$ while $S$ responds to the fluctuating population (the run above is too large to measure it), and also the initiator bias if spawning is restricted by that approximation.

A difference between a real-space and an orbital-space energy for the same ECP is therefore not by itself a localization error. It can be read as one only after the basis, constraint, fixed-node, time-step and population errors have been shown to be smaller than the difference.

## Computed results

```
hopping, R site energy, U, D: 0.2, 0.1, 0.2, 0.2 hartree
projector chi (L, R): 0.96, 0.28
v_LL, v_LR, v_RR: 0.18432, 0.05376, 0.01568 hartree
h_LL, h_LR, h_RR: 0.18432, -0.14624, 0.11568 hartree
exact amplitudes LL, LR, RL, RR: [0.34545 0.56887 0.56887 0.48315]
exact energy: 0.086991 hartree
AFQMC time step: 0.2 1/hartree
<L|exp(-tau v)|R>: -0.010540
core orbital (L, R): 0.62110, 0.78373
poor orbital (L, R): 0.8, 0.6
double-occupancy exponent of correlated trial: 0.3
localized energy, core trial: 0.091615 hartree; error 4.6240 millihartree
localized energy, poor trial: 0.098662 hartree; error 11.6707 millihartree
localized energy, correlated trial: 0.087210 hartree; error 0.2192 millihartree
core-trial localization error: 0.1258 eV
bounds on core-trial error: 3.4424, 6.1992 millihartree
error ratio when trial distortion 0.02 is halved: 4.001
D reversed: exact -0.563919, localized -0.567064 hartree
D reversed: error -3.1449 millihartree
determinant propagation, largest deviation: 2.2e-16
field paths enumerated: 256
field-path average, largest deviation: 7.8e-16
Trotter energy error at tau 0.4, 0.2: -73.445, -18.377 microhartree
Trotter error ratio: 3.997
AFQMC, core trial: 0.087010 +/- 0.000025 hartree
  noise-free mixed energy at this tau: 0.087002 hartree
AFQMC, poor trial: 0.087015 +/- 0.000023 hartree
  noise-free mixed energy at this tau: 0.087006 hartree
rotated v_12 = h_12: 0.068764 hartree
rotated H(11,12), H(12,21), H(12,22): 0.092293, 0.094118, 0.045234 hartree
energy with all off-diagonals made negative: 0.045496 hartree
FCIQMC time step: 0.5 1/hartree
FCIQMC mean walker number: 140794
one-step mean, largest deviation: 1.59 standard errors
FCIQMC energy: 0.086993 +/- 0.000004 hartree
```
